Split surface phonon modes across a vacuum gap and their heat transfer

Two polar plates in a device face each other across a few nanometres of vacuum, one warmer than the other. Lattice vibrations at each surface carry an electric field that reaches a distance of about 1/k into the gap, where k is the wavenumber along the surface. When 1/k is comparable with the gap width d, each surface feels the other's field. What becomes of the two equal surface vibrations, and how much heat can they pass?

**Assumptions and conventions**

The solids fill z > d/2 and z < −d/2, with vacuum between. Algebra is in atomic units with Gaussian electrostatics, D = E + 4πP, and the time factor is exp(−iωt). Temperatures in the algebra are energies.

(a) The solids are identical, isotropic and local: one function ε(ω) describes both.
(b) They are lossless, so ε is real at real ω. Damping is added only for the heat flow.
(c) Retardation is neglected: E = −∇φ.
(d) k > 0.

**Lemma 1 (permittivity).** Let w be the relative displacement of the ions, scaled so that the kinetic energy density is ẇ²/2. A coupling energy density −a w·E gives both a force aE and a polarization aw. With ε∞ for the electrons,

ẅ = −ωT² w + aE,  D = ε∞E + 4πa w.

Then

ε(ω) = ε∞(ωL² − ω²)/(ωT² − ω²),

where ωL is the frequency at which ε vanishes.

Proof. At frequency ω the first equation gives w = aE/(ωT² − ω²), so

ε = ε∞ + 4πa²/(ωT² − ω²).

Setting ε(ωL) = 0 gives 4πa² = ε∞(ωL² − ωT²). Insertion gives

ε = ε∞[(ωT² − ω²) + (ωL² − ωT²)]/(ωT² − ω²),

which is the stated form. ∎

**Theorem.** Under (a) to (d) there are, for each in-plane wave vector, exactly two modes with finite nonzero ε whose potential decays into both solids:

ε = −tanh(kd/2), potential even in z,
ε = −coth(kd/2), potential odd in z.

Proof. Write φ = f(z) times a plane wave along the surface. In each region ε is a nonzero constant, so ∇·D = 0 becomes f″ = k²f. Decay requires

f = F₊ exp[−k(z − d/2)] for z > d/2,
f = F₋ exp[k(z + d/2)] for z < −d/2,
f = P cosh kz + Q sinh kz in the gap.

Let c = cosh(kd/2) and s = sinh(kd/2). Continuity of φ gives F₊ = Pc + Qs and F₋ = Pc − Qs. Continuity of the normal component, −εf′, after division by −k, gives

at z = d/2: Ps + Qc = −ε(Pc + Qs),
at z = −d/2: −Ps + Qc = ε(Pc − Qs).

Adding and subtracting these equations yields

Q(c + εs) = 0,  P(s + εc) = 0.

If P ≠ 0, then ε = −s/c = −tanh(kd/2). If Q ≠ 0, then ε = −c/s = −coth(kd/2). These values differ at finite kd, so P and Q are never both nonzero, and each condition has one mode. ∎

The excluded values belong to bulk vibrations. At ε = 0 any potential confined to one solid and vanishing at its surface has D = 0; this is longitudinal motion at ωL. At ωT, where ε diverges, divergence-free displacements with no normal component at the surface vibrate without a field.

**Remark (round trip).** Put one surface at z = 0 with the solid at z > 0. A potential exp(−kz) − r exp(kz) in vacuum joins t exp(−kz) in the solid if 1 − r = t and 1 + r = εt. Hence

r = (ε − 1)/(ε + 1),  ε = (1 + r)/(1 − r).

A field crossing the gap shrinks by exp(−kd) and is multiplied by −r on reflection. It must reproduce itself at the opposite surface with sign + (even) or − (odd): −r exp(−kd) = ±1. The even root r = −exp(kd) gives ε = (1 − exp(kd))/(1 + exp(kd)) = −tanh(kd/2); the odd root r = exp(kd) gives −coth(kd/2).

**Corollary (frequencies).** Let t be tanh(kd/2) or coth(kd/2). Setting ε = −t in Lemma 1,

ε∞(ωL² − Ω²) = −t(ωT² − Ω²),

and collecting Ω²,

Ω² = (ε∞ωL² + tωT²)/(ε∞ + t) = ωT² + ε∞(ωL² − ωT²)/(ε∞ + t).

The last form falls as t grows. Since tanh < 1 < coth, the even frequency Ωe lies above the odd one, Ωo.

For kd → 0, t tends to 0 or to infinity, so Ωe → ωL and Ωo → ωT. For kd → ∞ both meet at the single-surface value, where ε = −1:

ωs² = (ε∞ωL² + ωT²)/(ε∞ + 1).

To find how they meet, use tanh(kd/2) ≈ 1 − 2exp(−kd) and coth(kd/2) ≈ 1 + 2exp(−kd). The values of t differ by 4exp(−kd), and the slope of Ω² in t at t = 1 is −ε∞(ωL² − ωT²)/(ε∞ + 1)². Dividing the difference of squares by 2ωs gives

Δ = Ωe − Ωo ≈ 2ε∞(ωL² − ωT²) exp(−kd)/[(ε∞ + 1)²ωs].

The case ε∞ = 1 shows the cause of the order. Because 1/(1 + t) = [1 ± exp(−kd)]/2, with + for the even mode,

Ω² = ωT² + (ωL² − ωT²)[1 ± exp(−kd)]/2.

The 1 is the restoring field of a surface's own charge, and exp(−kd) is that of the other surface. In the even mode facing charges have equal signs and the fields add inside the solids; in the odd mode they oppose each other.

**Remark (where electrostatics fails).** With retardation the magnetic field lies along the surface and obeys h″ = κ²h, with κ₀² = k² − ω²/c² in vacuum and κ₁² = k² − εω²/c² in the solid (here c is the speed of light). Both h and h′/ε are continuous. An even potential has an even tangential field h′/ε, hence h ∝ sinh κ₀z in the gap, and matching gives κ₀ coth(κ₀d/2) = −κ₁/ε, or

εκ₀/κ₁ = −tanh(κ₀d/2).

The odd mode has coth instead. The theorem is therefore a good approximation when both k ≫ ω/c and |ε|(ω/ck)² ≪ 1. The first condition is not always necessary: for κ₀d ≪ 1 the even condition becomes ε ≈ −κ₁d/2, in which κ₀ no longer appears. For the odd mode at small kd, |ε| ≈ 2/(kd) is large and the second condition is the stricter.

**Lemma 2 (two oscillators).** In both modes the potential inside each solid decays as exp(−k|z|), so the displacement in a solid has one and the same pattern. Let q₁ and q₂ be the normalized amplitudes of this pattern on the two sides, with mirror-image signs. Then

q̈₁ = −Aq₁ − Bq₂,  q̈₂ = −Aq₂ − Bq₁,
A = (Ωe² + Ωo²)/2,  B = (Ωe² − Ωo²)/2.

Proof. The two modes span the two patterns, so motion within them stays within them. Mirror symmetry gives equal diagonal and equal off-diagonal coefficients. Inserting q₁ = q₂ gives Ωe² = A + B, and q₁ = −q₂ gives Ωo² = A − B. The forces derive from an energy, so the dynamical operator is symmetric and motions orthogonal to the patterns stay decoupled. ∎

Start with q₁ = 1, q₂ = 0, at rest. Half the sum and half the difference of the two mode motions give, with Ωm = (Ωe + Ωo)/2,

q₁ = cos(Ωm t) cos(Δt/2),  q₂ = −sin(Ωm t) sin(Δt/2).

The motion has passed to the other surface after the time π/Δ.

**Adding damping.** A friction force −γẇ becomes iγωw, which replaces ω² by ω² + iγω in the lattice equation. The mode conditions on ε are unchanged, so ω² + iγω = Ω² and

ω = √(Ω² − γ²/4) − iγ/2.

The energy decays as exp(−γt), and each line has full width γ. Lossless solids have no coupling to a heat bath; a steady flow between baths needs γ > 0.

**Proposition (heat through one pair).** Let the baths have temperatures T₁ and T₂. In the classical regime the steady power from side 1 to side 2 is

J = (γ/2)(T₁ − T₂) B²/(B² + γ²A).

Proof. Add −γvᵢ + ξᵢ to the equation for qᵢ, with vᵢ = q̇ᵢ. The independent white noises have strength 2γTᵢ, which gives an isolated oscillator ⟨v²⟩ = T. In the steady state all second moments are constant. From ⟨q₁q₂⟩, with S = ⟨q₁v₂⟩, we get ⟨v₁q₂⟩ = −S; constancy of ⟨qᵢ²⟩ gives ⟨qᵢvᵢ⟩ = 0. Constancy of ⟨q₁v₂⟩ and ⟨v₁q₂⟩ reads

⟨v₁v₂⟩ − γS − A⟨q₁q₂⟩ − B⟨q₁²⟩ = 0,
⟨v₁v₂⟩ + γS − A⟨q₁q₂⟩ − B⟨q₂²⟩ = 0.

Subtraction gives ⟨q₁²⟩ − ⟨q₂²⟩ = −2γS/B. Constancy of ⟨qᵢvᵢ⟩ gives ⟨vᵢ²⟩ = A⟨qᵢ²⟩ + B⟨q₁q₂⟩, hence

⟨v₁²⟩ − ⟨v₂²⟩ = −2γAS/B.

The net power taken from bath 1 is J = γ(T₁ − ⟨v₁²⟩). Constancy of ⟨v₁²⟩ and ⟨v₂²⟩ gives

γ(T₁ − ⟨v₁²⟩) = B⟨v₁q₂⟩ = −BS = J,
γ(T₂ − ⟨v₂²⟩) = B⟨q₁v₂⟩ = BS = −J.

Subtract these and insert S = −J/B:

γ(T₁ − T₂) − 2γ²AJ/B² = 2J.

Solving for J proves the claim. ∎

At fixed k, J vanishes as γ → 0, because the baths are cut off. It also falls at large γ, because the motion dies before it crosses. The maximum lies at γ²A = B², which for a small splitting means γ ≈ Δ.

**Quantum baths.** The equations are linear, so each frequency carries its own share. The even and odd responses are G = 1/(Ω² − ω² − iγω), and q₂ responds to ξ₁ through (Ge − Go)/2. The power that bath 1 delivers to bath 2 is γ⟨v₂²⟩, so the fraction transmitted at positive ω, with measure dω/2π, is

τ(ω) = γ²ω²|Ge − Go|².

In a quantum bath T is replaced by ω/[exp(ω/T) − 1]; the zero-point parts cancel between the baths. For well-separated narrow lines, τ near each Ω is

τ ≈ (γ²/4)/[(ω − Ω)² + γ²/4],

whose integral over dω/2π is γ/4. Each mode thus carries half of the total γ/2. For small temperature differences the factor T₁ − T₂ acquires the mean C̄ of the heat capacities at Ωe and Ωo,

C(Ω) = (Ω/2T)²/sinh²(Ω/2T), in units of k_B.

When the lines overlap, the two capacities are nearly equal and the same mean serves. This narrow-line step is an approximation.

**Conductance of the gap.** There is one pair per wave vector, with density k dk/2π per unit area. With x = kd,

h = [1/(2πd²)] ∫ x C̄ (γ/2) B²/(B² + γ²A) dx.

The integrand depends on k and d only through x, so h ∝ 1/d² in this model.

For a closed estimate put A ≈ ωs² and B ≈ ωsΔ with the large-kd splitting. The last factor becomes 1/{1 + exp[2(x − xc)]}, where

xc = ln{2ε∞(ωL² − ωT²)/[(ε∞ + 1)²γωs]}.

Pairs with x < xc are split by more than their width. Replacing the factor by a step at xc gives ∫x dx = xc²/2. With y = 2(x − xc), the deviation from the step is sign(y)/(exp|y| + 1), and x dx = (xc + y/2)dy/2. The xc term cancels by oddness; the other gives

(1/2)∫₀^∞ y dy/(eʸ + 1) = (1/2)(π²/12) = π²/24,

up to terms of order exp(−2xc) from the lower limit. Taking C̄ ≈ C(ωs),

h ≈ C(ωs) γ (xc²/2 + π²/24)/(4πd²).

As γ → 0 this vanishes like γ ln²γ: the growing number of resolved pairs does not make up for the weaker baths.

**Worked example: a 10 nm gap at 300 K**

Take transverse and longitudinal energies of 0.098 and 0.120 eV, ε∞ = 6.7 and damping 0.0006 eV. These are rough typical values for silicon carbide. At kd = 1 (k = 0.1 nm⁻¹) the conditions are ε = −0.4621 and −2.1640, so

Ωe² = (6.7·0.120² + 0.4621·0.098²)/7.1621 = 0.01409 eV², Ωe = 0.1187 eV,
Ωo² = (6.7·0.120² + 2.1640·0.098²)/8.8640 = 0.01323 eV², Ωo = 0.1150 eV.

The splitting is 0.0037 eV, six times the line width. It falls to 0.0005 eV at kd = 3, below the width. The formula for xc gives

xc = ln[2·6.7·0.004796/(7.7²·0.0006·0.11738)] = 2.73.

At kd = 1 the transfer time is 561 fs and the energy lifetime 1097 fs, so a fraction exp(−561/1097) ≈ 0.60 of the energy survives the first crossing.

The lattice equation was also discretized in z and diagonalized without using the mode conditions. For kd = 0.5, 1 and 3 it gave exactly two frequencies between ωT and ωL, each differing from the formula by less than 0.001 times the splitting. In the undamped run at kd = 1, started on the left, the peak amplitude near the transfer time was 0.9997 on the right and 0.02 on the left, relative to the start.

For the heat flow, C(ωs) = 0.2247 k_B = 3.10·10⁻²⁴ J/K, and γ is 1/(1097 fs) = 9.12·10¹¹ s⁻¹. Solving B² = γ²A numerically, without the large-kd splitting, gives xc = 2.736. The bracket is then 2.736²/2 + 0.411 = 4.15, so

h ≈ 3.10·10⁻²⁴ · 9.12·10¹¹ · 4.15/(4π·10⁻¹⁶) ≈ 9350 W/(m²K).

The integral over mode pairs gives 9418 W/(m²K), or 0.94 W/(cm²K). A double quadrature over ω and k of the electrostatic transmission from fluctuational electrodynamics, 4(Im r)²exp(−2kd)/|1 − r²exp(−2kd)|², gives the same value to the printed digits. The black-body value at 300 K is 6.12 W/(m²K), about 1500 times smaller.

**The model beside real plates**

The changes tried here differ in size, so they do not rank the parameters. With all else fixed, a 9 nm gap raises h to 11627 W/(m²K), by 23 %, so an error of 1 nm in the mean gap matters. Doubling the damping alone raises h by 21 %: the estimate doubles through γ but loses ln 2 from xc. Lowering both phonon energies by 1 % in both plates adds 2 %. Lowering them in one plate only removes about 43 %: the shift of 0.0012 eV is twice the line width and detunes the two surfaces. Pairs split by much more than the shift still pass most of their heat (92 % at kd = 1), while weakly split pairs lose most of it (about 70 % at kd = 3). The value of h therefore depends strongly on assumption (a), identical solids.

Retardation, with both polarizations of waves evanescent in the gap, changes h to 9473 W/(m²K), by 0.6 %. Its effect on an individual mode can be larger. At kd = 0.05, where |ε|(ω/ck)² is about 0.4 for the odd mode, it lowers that mode's height above ωT by 17 %. Such modes hardly count here, since kd < 0.1 supplies 0.14 % of the electrostatic h and about 0.7 % of the retarded one.

The local description is reasonable: k at the resolution limit is 0.274 nm⁻¹, about 4 % of π divided by a rough lattice constant of 0.44 nm, and about 96 % of h comes from kd < 4, where this ratio stays below 6 %. A plate 23 nm thick reduces exp(−2kt), with t the thickness, to 0.01 at kd = 1, but smaller k needs a thicker plate. In the electrostatic model two free-standing 23 nm plates have an h about 10 % above that of half-spaces; at 100 nm the excess is about 0.3 %. Crystal anisotropy, free carriers from doping and surface layers are left out and not sized, so the result is an estimate for identical, clean, thick, parallel plates in vacuum, with a small temperature difference around 300 K. For plates at 350 and 300 K, with unchanged phonon energies and damping, the electrostatic heat flow per kelvin is about 22 % larger. The numerical output follows.

Numbers as computed

```
transverse, longitudinal energy: 0.098, 0.120 eV
high-frequency permittivity: 6.7 (no unit)
damping: 0.0006 eV
gap: 10 nm; temperature: 300 K
single-surface energy (eps=-1): 0.11738 eV
kd=0.5: eps even -0.2449, odd -4.0830 (no unit)
   E even 0.11929, odd 0.11218, split 0.00711 eV
kd=1.0: eps even -0.4621, odd -2.1640 (no unit)
   E even 0.11870, odd 0.11502, split 0.00369 eV
kd=2.0: eps even -0.7616, odd -1.3130 (no unit)
   E even 0.11794, odd 0.11668, split 0.00126 eV
kd=3.0: eps even -0.9051, odd -1.1048 (no unit)
   E even 0.11760, odd 0.11714, split 0.00046 eV
k at kd=1: 0.100 1/nm
transfer time at kd=1: 561 fs
energy lifetime hbar/damping: 1097 fs
lattice run, peak amplitude right: 0.9997 (start = 1)
lattice run, peak amplitude left: 0.0197 (start = 1)
resolution limit xc = kd: 2.736 (no unit)
large-kd estimate of xc: 2.734 (no unit)
k at resolution limit: 0.274 1/nm
heat capacity at single-surface energy: 0.2247 k_B
h from mode pairs: 9418 W/(m^2 K)
h from double quadrature: 9418 W/(m^2 K)
h from closed estimate: 9351 W/(m^2 K)
black-body h: 6.12 W/(m^2 K)
ratio h(mode pairs)/h(black body): 1538 (no unit)
Neglected effects
h, retarded, evanescent, both polarizations: 9473 W/(m^2 K)
retarded shift at kd=1, even: -1.3e-08 eV
retarded shift at kd=1, odd: -2.6e-07 eV
kd=0.05 static: even 0.119926, odd 0.101449 eV
kd=0.05 retarded: even 0.119926, odd 0.100857 eV
kd=0.05 change of odd-mode height above E_T: -17.2 %
share of h from kd<0.1: 0.14 %
h with doubled damping: 11430 W/(m^2 K)
h with phonon energies 1 % lower: 9605 W/(m^2 K)
h with gap 9 nm: 11627 W/(m^2 K)
plate thickness for exp(-2kt)=0.01 at kd=1: 23 nm
rough lattice constant: 0.44 nm
k limit over pi/lattice constant: 0.038 (no unit)
```
